\section*{Julliere magnetoresistance of a multiferroic tunnel junction in both ferroelectric states}

\section*{Problem}

A tunnel junction has two ferromagnetic metal electrodes separated by a thin ferroelectric barrier. The tunnelling spin polarization of electrode 1 is $P_1=0.5$. That of electrode 2 is $P_2=+0.4$ when the ferroelectric polarization points up and $P_2=-0.4$ when it points down. Each polarization is signed relative to the magnetization of its own electrode: it is positive if the spin that is the majority in the bulk also dominates the tunnelling.

The magnetoresistance is defined by
\begin{equation}
\mathrm{TMR}=\frac{R_{\rm AP}-R_{\rm P}}{R_{\rm P}},
\label{def}
\end{equation}
where P and AP denote parallel and antiparallel magnetizations. The ferroelectric state is held fixed between the two resistance measurements.

\begin{enumerate}
\item Derive Julliere's formula for the TMR and evaluate it in both ferroelectric states.
\item Explain why the two values differ in size although $|P_2|$ is the same.
\item The barrier is 1.2 nm thick and 1.0 eV high, and the junction area is $1\ \mu\mathrm{m}^2$. Estimate the resistances of the four combinations of magnetic and ferroelectric state. How many can be told apart? Repeat with barrier heights of 0.9 eV (up) and 1.1 eV (down).
\item Can the polarization of the electrode's density of states be used for $P_1$?
\item Estimate how far departures from the ideal model move the results.
\end{enumerate}

\section*{Solution}

\subsection*{1. Julliere's formula}

Assume that tunnelling is elastic and conserves spin, that the bias is low, and that one squared matrix element $|M|^2$ serves all the states involved. Let $n_i$ be the total density of tunnelling states of electrode $i$ at the Fermi energy. With $+$ and $-$ for its majority and minority spins,
\begin{equation}
n_{i\pm}=\frac{n_i}{2}(1\pm P_i),\qquad
P_i=\frac{n_{i+}-n_{i-}}{n_{i+}+n_{i-}} .
\end{equation}
By the golden rule, an electron in a state of electrode 1 tunnels at the rate $(2\pi/\hbar)|M|^2$ times the density of final states of the same spin. A small voltage $V$ opens an energy window $eV$, which contains $n_{1\sigma}eV$ initial states of spin $\sigma$. Multiplying by the charge $e$ and dividing by $V$ gives the conductance of one spin channel,
\begin{equation}
G_\sigma=\frac{2\pi e^2}{\hbar}|M|^2\,n_{1\sigma}n_{2\sigma}.
\end{equation}
The two channels conduct side by side, so their conductances add.

For parallel magnetizations, majority states connect to majority states and minority to minority:
\begin{align}
G_{\rm P}&=\frac{2\pi e^2}{\hbar}|M|^2\frac{n_1n_2}{4}
\left[(1+P_1)(1+P_2)+(1-P_1)(1-P_2)\right]\nonumber\\
&=\frac{2\pi e^2}{\hbar}|M|^2\frac{n_1n_2}{4}\,(2+2P_1P_2)
=G_0(1+P_1P_2),
\label{gp}
\end{align}
because the terms linear in $P_1$ and $P_2$ cancel. Here $G_0=(\pi e^2/\hbar)|M|^2n_1n_2$.

Reversing one magnetization exchanges the majority and minority labels of that electrode along the fixed spin axis. Majority states now connect to minority states:
\begin{align}
G_{\rm AP}&=\frac{G_0}{2}
\left[(1+P_1)(1-P_2)+(1-P_1)(1+P_2)\right]\nonumber\\
&=G_0(1-P_1P_2).
\label{gap}
\end{align}
Thus $G_0$ is the mean of $G_{\rm P}$ and $G_{\rm AP}$. Since $R=1/G$, the definition (\ref{def}) becomes
\begin{equation}
\mathrm{TMR}=\frac{G_{\rm P}}{G_{\rm AP}}-1
=\frac{1+P_1P_2-(1-P_1P_2)}{1-P_1P_2}
=\frac{2P_1P_2}{1-P_1P_2}.
\label{jul}
\end{equation}

With the ferroelectric polarization up, $P_1P_2=0.5\times0.4=0.2$. With it down, the product is $-0.2$. Therefore
\begin{align}
\mathrm{TMR}_\uparrow&=\frac{0.4}{1-0.2}=\frac{0.4}{0.8}=+50.0\,\%,\\
\mathrm{TMR}_\downarrow&=\frac{-0.4}{1+0.2}=-\frac{0.4}{1.2}=-33.3\,\%.
\end{align}
The negative sign means that the antiparallel junction has the lower resistance. In the down state the majority spins of electrode 1 find more partner states when electrode 2 is magnetized the opposite way.

The sign change of $P_2$ requires that ferroelectric reversal alter which spin dominates the tunnelling, through the interface states or the barrier. Turning the magnetization is not enough. If reversal turned the magnetization of electrode 2 instead, leaving $P_2=+0.4$ relative to it, the resistance would also change. The TMR, defined by the actual magnetic alignment, would remain $+50\,\%$.

\subsection*{2. Why the two sizes differ}

Write $x=P_1P_2$. Changing the sign of $x$ interchanges the conductances (\ref{gp}) and (\ref{gap}), and hence $R_{\rm P}$ and $R_{\rm AP}$. The resistance difference keeps its size, but it is now divided by the larger resistance. In terms of the original value,
\begin{equation}
\mathrm{TMR}_\downarrow=\frac{R_{\rm P}-R_{\rm AP}}{R_{\rm AP}}\bigg|_\uparrow
=-\frac{\mathrm{TMR}_\uparrow}{1+\mathrm{TMR}_\uparrow}
=-\frac{0.5}{1.5}=-\frac13 .
\end{equation}
The second equality follows on dividing numerator and denominator by $R_{\rm P}$ and using $R_{\rm AP}/R_{\rm P}=1+\mathrm{TMR}_\uparrow$.

For $|x|\ll1$ the two values approach $\pm2|x|$ and the asymmetry disappears. For $x\to1$ the TMR grows without bound, since $G_{\rm AP}\to0$. For $x\to-1$ it tends to $-100\,\%$, since $G_{\rm P}\to0$.

The definition matters as well. If the difference is divided by $R_{\rm AP}$, the result is $2x/(1+x)$, which gives $+33.3\,\%$ and $-50.0\,\%$ for the same junction.

\subsection*{3. Resistances and memory levels}

The TMR does not depend on $G_0$, but the resistances do. A WKB estimate with the free-electron mass $m$ sets their scale. For barrier height $\phi$ and thickness $d$, the decay constant at normal incidence is $\kappa=\sqrt{2m\phi}/\hbar$. An electron with wavevector $k_\parallel$ along the interface decays at the rate $s=\sqrt{\kappa^2+k_\parallel^2}$, so its transmission is approximately $e^{-2sd}$. Summing over $k_\parallel$ and both spins, with area $A$, gives
\begin{align}
G_0&\simeq A\frac{2e^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\,e^{-2sd}
=A\frac{2e^2}{h}\frac1{2\pi}\int_\kappa^\infty s\,e^{-2sd}\,ds\nonumber\\
&=A\frac{2e^2}{h}\frac1{2\pi}
\left(\frac{\kappa}{2d}+\frac1{4d^2}\right)e^{-2\kappa d}.
\label{wkb}
\end{align}
The first step uses $k_\parallel dk_\parallel=s\,ds$, and the second is an integration by parts. The upper limit is extended to infinity because the exponential suppresses large $s$. Strictly, $k_\parallel$ cannot exceed the Fermi wavenumber of the electrode. At 1.0 eV this cutoff is negligible for $9\ \mathrm{nm}^{-1}$ but would remove $16\,\%$ of the integral for $3\ \mathrm{nm}^{-1}$.

For $\phi=1.0$ eV, $\kappa=5.123\ \mathrm{nm}^{-1}$ and $2\kappa d=12.3$. Equation (\ref{wkb}) then gives $G_0=130.1\ \mu\mathrm{S}$. The absolute scale is rough, as part 5 shows; the digits are kept only so that the ratios of the resistances can be checked. The two possible resistances are
\begin{equation}
\frac1{1.2\,G_0}=6.40\ \mathrm{k}\Omega,\qquad
\frac1{0.8\,G_0}=9.61\ \mathrm{k}\Omega .
\end{equation}
The lower value belongs to (P, up) and (AP, down), the higher to (AP, up) and (P, down). A pure sign change of $P_2$ thus provides four states but two distinguishable resistances. Ferroelectric reversal at fixed parallel magnetizations raises the resistance by $50.0\,\%$, even though the mean barrier transmission has not changed.

If the barrier height also depends on the ferroelectric state, each state has its own $G_0$. With 0.9 eV for up and 1.1 eV for down, and the polarizations held fixed, the ratio is $\gamma=G_{0\uparrow}/G_{0\downarrow}=3.12$. The resistances become
\begin{center}
\begin{tabular}{lcc}
 & P (k$\Omega$) & AP (k$\Omega$)\\
up & 3.58 & 5.37\\
down & 16.75 & 11.17
\end{tabular}
\end{center}
There are now four levels. The TMR in each row is unchanged, because $G_0$ cancels: $5.37/3.58-1=50\,\%$ and $11.17/16.75-1=-33\,\%$.

Unequal barriers do not guarantee four levels. In units of $1/G_{0\uparrow}$ the resistances are $1/1.2$ and $1/0.8$ for up, and $\gamma/0.8$ and $\gamma/1.2$ for down. Equating an up value to a down value gives $\gamma=1$, $3/2$ or $2/3$. At $\gamma=1$ two pairs coincide; at each of the other values one pair does. The barrier asymmetry must stay clear of all three values by more than the resistance noise.

\subsection*{4. Which polarization belongs in the formula?}

Julliere's formula with density-of-states polarizations assumes one matrix element for both spins. Free electrons meeting a rectangular barrier show how this can fail even when the barrier itself is the same for both spins. Consider normal incidence, equal masses throughout and a thick barrier, $e^{-2\kappa d}\ll1$. Let the wavenumbers in the two electrodes be $k$ and $q$.

At the first interface the wave is $e^{ikx}+re^{-ikx}$ on the left and $ae^{-\kappa x}$ in the barrier. Continuity of the wave and its slope requires
\begin{equation}
1+r=a,\qquad ik(1-r)=-\kappa a .
\end{equation}
Eliminating $r=a-1$ gives $2ik=(ik-\kappa)a$, so $|a|^2=4k^2/(k^2+\kappa^2)$.

At the second interface the arriving amplitude is $a'=ae^{-\kappa d}$, the reflected one is $b$ and the transmitted one is $t$:
\begin{equation}
a'+b=t,\qquad -\kappa a'+\kappa b=iqt .
\end{equation}
Substituting $b=t-a'$ gives $t=2\kappa a'/(\kappa-iq)$. The transmission is the ratio of fluxes,
\begin{equation}
T=\frac qk|t|^2=16\kappa^2e^{-2\kappa d}\,
\frac{k}{\kappa^2+k^2}\,\frac{q}{\kappa^2+q^2}.
\end{equation}
It factorizes, so Julliere's algebra survives at this incidence. The spin weight of an electrode, however, is $k/(\kappa^2+k^2)$, whereas the free-electron density of states is proportional to $k$. With $k_\uparrow$ and $k_\downarrow$ for the two spins, the tunnelling polarization is
\begin{align}
P&=\frac{k_\uparrow(\kappa^2+k_\downarrow^2)-k_\downarrow(\kappa^2+k_\uparrow^2)}
{k_\uparrow(\kappa^2+k_\downarrow^2)+k_\downarrow(\kappa^2+k_\uparrow^2)}\nonumber\\
&=\frac{k_\uparrow-k_\downarrow}{k_\uparrow+k_\downarrow}\;
\frac{\kappa^2-k_\uparrow k_\downarrow}{\kappa^2+k_\uparrow k_\downarrow}.
\label{match}
\end{align}

Take $k_\uparrow=9.0$ and $k_\downarrow=3.0\ \mathrm{nm}^{-1}$, for which the density-of-states polarization is $6/12=0.5$. At $\phi=1.0$ eV, $\kappa^2=26.25$ and $k_\uparrow k_\downarrow=27.0\ \mathrm{nm}^{-2}$. The second factor in (\ref{match}) almost vanishes, and $P=-0.007$. At 0.9 and 1.1 eV the values are $-0.033$ and $+0.017$.

The answer to the question is therefore no, not in general. The given $P_1=0.5$ must be a tunnelling polarization for this electrode and barrier together. Holding it fixed while the barrier height changes, as in part 3, is a separate assumption. Summation over $k_\parallel$ introduces a further one, since a sum of products need not be a product of sums.

The summation also changes the polarization itself, so the small values above belong to normal incidence only. Oblique electrons see a larger decay constant and have smaller wavenumbers normal to the interface, which raises both factors in (\ref{match}). Beyond $k_\parallel=3\ \mathrm{nm}^{-1}$, moreover, electrode 1 has only majority electrons. If electrode 2 has wavenumber $7\ \mathrm{nm}^{-1}$ for both spins, summing the transmission over $k_\parallel$ gives $P=0.17$, 0.20 and 0.23 at 0.9, 1.0 and 1.1 eV. At 1.0 eV the electrons with $k_\parallel<3\ \mathrm{nm}^{-1}$ alone would give 0.11; the majority electrons at larger $k_\parallel$ supply the rest. All these values are still far from 0.5.

A lattice model tests the weak-contact limit. Two semi-infinite chains with unit hopping are joined through three barrier sites. For each spin the site energy of a chain lies $2\cos k$ from the electron energy, and the surface density of states is proportional to $\sin k$. The majority and minority values of $\sin k$ are 0.9 and 0.3 in the first chain and 0.7 and 0.3 in the second, giving polarizations 0.5 and 0.4. The barrier sites are coupled to each other by unit hopping. With a contact hopping of 0.02, solving the scattering equations gives TMR values of $49.99\,\%$ and $-33.33\,\%$, for barrier levels of 3.0 (up) and 3.4 (down) above the electron energy. With a contact hopping of 1 and a barrier level of 3.0, the up value is $10.6\,\%$ if the site energies of both chains lie above the electron energy, and $69.4\,\%$ if they lie below it, although the surface densities of states are the same. The same ratios with $\sin k=0.6$, 0.2 and 0.35, 0.15 give $31.3\,\%$ and $55.0\,\%$ instead. The polarizations of the isolated surfaces then no longer describe the junction.

\subsection*{5. Departures from the ideal model}

Each estimate below changes one feature and leaves the rest fixed.

\emph{Unequal reversal.} No symmetry used here forces $|P_2|$ to be the same in both states. If it reverses to $-0.3$, the TMR is $-0.30/1.15=-26.1\,\%$.

\emph{Incomplete antiparallel alignment.} Suppose $10\,\%$ of the area stays parallel. In the up state $G_{\rm AP}/G_0$ becomes $0.9\times0.8+0.1\times1.2=0.84$, and the TMR is $1.2/0.84-1=42.9\,\%$. In the down state it is $0.8/1.16-1=-31.0\,\%$.

\emph{Leakage.} A spin-independent parallel path of conductance $0.1\,G_0$ gives $1.3/0.9-1=44.4\,\%$ and $0.9/1.3-1=-30.8\,\%$.

\emph{Temperature.} Let both polarizations fall as $1-\alpha T^{3/2}$, with the rough value $\alpha=3\times10^{-5}\ \mathrm{K}^{-3/2}$. At 4 K the change is invisible at the precision quoted. At 300 K the values are $33.2\,\%$ and $-24.9\,\%$. Thermal smearing raises $G_0$ by $4\,\%$ at 300 K in the WKB model, where it is a common factor and cancels from the TMR. With spin-dependent bands the factor need not be common: for the two free-electron magnets described below, smearing alone lowers the TMR from $27.5\,\%$ to $25.5\,\%$ at 300 K.

\emph{Read bias.} If the TMR falls linearly with voltage and halves at a rough 0.3 V, a 50 mV read reduces the up value to $45.8\,\%$.

The barrier, temperature and bias parameters are rough values, and the two polarizations are idealized inputs. In real devices the tunnelling matrix element can depend on spin. If 0.5 were only the density-of-states polarization of electrode 1, the free-electron example of part 4, summed over $k_\parallel$ at 1.0 eV, would give a tunnelling polarization of about 0.204. With $P_2=0.4$, Julliere's formula would then give about $18\,\%$. The summed conductances do not factorize, however. If electrode 2 is also a free-electron metal, with wavenumbers 7.0 and $2.43\ \mathrm{nm}^{-1}$ chosen to give it a summed polarization of 0.4 against a nonmagnetic electrode of wavenumber $7\ \mathrm{nm}^{-1}$, summing the conductances directly gives about $28\,\%$. Either value differs from $50\,\%$ by more than any of the separate corrections estimated in this part. The absolute resistance is also uncertain: a barrier mass of half the free-electron mass multiplies $G_0$ by 26.7. Equation (\ref{wkb}) also leaves out the prefactor of the transmission derived in part 4. For the two free-electron magnets just described, including it raises $G_0$ at 1.0 eV by a factor of about 2.2. If one electrode is a manganite with a Curie temperature not far above room temperature, its polarization can fall faster than assumed here. Writing is demanding too. A 1 V pulse across 1.2 nm produces 8.33 MV/cm, far above the coercive fields of thick perovskite ferroelectric films and $83\,\%$ of a rough breakdown field of 10 MV/cm. The WKB current density during the pulse is about $6\times10^4\ \mathrm{A/cm^2}$; wave matching to nonmagnetic free-electron electrodes of wavenumber 9 or $7\ \mathrm{nm}^{-1}$ raises it to 1.3 or $1.6\times10^5\ \mathrm{A/cm^2}$. Whether 1 V suffices to switch the film is not determined by this model. Nor does the model show that a film of 1.2 nm, about three perovskite unit cells, keeps a switchable polarization; that depends on how well the electrodes screen the depolarizing field.

\section*{Calculated quantities}
\begin{verbatim}
P1 = 0.5, P2 = +0.4 (FE up), -0.4 (FE down)
G_P/G0, G_AP/G0, FE up: 1.20, 0.80
G_P/G0, G_AP/G0, FE down: 0.80, 1.20
TMR, FE up: 50.0 %
TMR, FE down: -33.3 %
divided by R_AP instead, FE up: 33.3 %
divided by R_AP instead, FE down: -50.0 %
chain surface polarizations: 0.5004, 0.4004
chain TMR, weak contact, FE up: 49.99 %
chain TMR, weak contact, FE down: -33.33 %
chain conductance ratio of two barriers: 2.40
chain error ratio, contact doubled: 4.05
chain TMR, strong contact, FE up: 10.6 %
barrier: 1.2 nm, 1.0 eV; area 1.0 um2
decay constant: 5.123 1/nm
mean conductance G0: 130.1 uS
equal barriers, P, FE up: 6.40 kohm
equal barriers, AP, FE up: 9.61 kohm
equal barriers, P, FE down: 9.61 kohm
equal barriers, AP, FE down: 6.40 kohm
FE-reversal resistance change, P: 50.0 %
FE-reversal resistance change, AP: -33.3 %
barriers FE up/down: 0.9, 1.1 eV
unequal barriers, P, FE up: 3.58 kohm
unequal barriers, AP, FE up: 5.37 kohm
unequal barriers, P, FE down: 16.75 kohm
unequal barriers, AP, FE down: 11.17 kohm
G0 ratio of unequal barriers: 3.12
TMR if P2 reverses to -0.3: -26.1 %
10 % of area not antiparallel, FE up/down: 42.9, -31.0 %
leakage 0.1 G0, FE up/down: 44.4, -30.8 %
rough Bloch coefficient: 3e-05 K^-1.5
TMR at 4 K, FE up/down: 50.0, -33.3 %
TMR at 300 K, FE up/down: 33.2, -24.9 %
thermal smearing of G0 at 300 K: factor 1.040
read bias 0.05 V; rough TMR half-voltage 0.3 V
TMR at read bias, linear fall, FE up: 45.8 %
conductance factor at read bias: 1.0039
G0 factor if barrier mass is 0.5 m_e: 26.7
k majority, minority: 9.0, 3.0 1/nm
matched polarization at 0.9 eV: -0.033
matched polarization at 1.0 eV: -0.007
matched polarization at 1.1 eV: 0.017
read field: 0.42 MV/cm
write field at 1.0 V: 8.33 MV/cm
rough breakdown field: 10.0 MV/cm
write/breakdown field: 0.83
WKB write current density: 6.2e+04 A/cm2
\end{verbatim}
